\section*{Charge conjugation in the Dirac equation, tested on a bound electron, part 3}

We test charge conjugation for the Dirac equation numerically and on a bound state. Hartree atomic units are used: $\hbar=m_e=e=1$, electron charge $q=-1$, $c=1/\alpha$. For unit mass and real potentials $A_\mu=(\phi/c,-\mathbf A)$, the equation is $D(q)\psi=0$ with $D(q)=\gamma^\mu(i\partial_\mu-qA_\mu)-c$. Its Hamiltonian is $h(q)=c\,\boldsymbol\alpha\cdot(-i\nabla-q\mathbf A)+\beta c^2+q\phi$, with $\beta=\gamma^0$.

The conjugate spinor is $\psi_c=C\bar\psi^{\,T}=B\psi^*$, with $\bar\psi=\psi^\dagger H$, $B=CH^T$ and
\begin{equation}
H\gamma^\mu=\gamma^{\mu\dagger}H .
\label{Hdef}
\end{equation}
\begin{equation}
C\gamma^{\mu T}C^{-1}=-\gamma^\mu,\qquad\text{equivalently}\qquad C\gamma^{\mu T}=-\gamma^\mu C .
\label{Cdef}
\end{equation}
The matrix $C_+$ obeys $C_+\gamma^{\mu T}C_+^{-1}=+\gamma^\mu$ and also reverses the mass term. The ordered products $\Gamma_A$ of $n$ different $\gamma$'s obey
\begin{equation}
\operatorname{tr}\left(\Gamma_A^{-1}\Gamma_B\right)=4\,\delta_{AB}.
\label{gram}
\end{equation}
\begin{equation}
(\Gamma_AC)^T=\varepsilon\,(-1)^{n(n+1)/2}\,\Gamma_AC .
\label{signs}
\end{equation}
Here $C^T=\varepsilon C$; $\varepsilon=-1$ for $4\times4$ matrices in $3+1$ dimensions, $+1$ for $8\times8$ in $5+1$, and $BB^*$ has the sign of $-\varepsilon$. The doubled set is $\gamma^\mu\otimes1_2$. With $\Gamma'_A$ built from $\gamma'^\mu=-\gamma^{\mu T}$ and $Y$ chosen so that the sum is nonzero, $C\propto T$:
\begin{equation}
T=\sum_A\Gamma_A\,Y\,\Gamma_A'^{-1}.
\label{sum}
\end{equation}
The non-unitary representation comes from the Dirac matrices through a random $S$ of condition number $7.91$.

For any differentiable spinor $\chi$,
\begin{align}
B\,[D(q)\chi]^*&=B\left[\gamma^{\mu*}(-i\partial_\mu-qA_\mu^*)-c\right]\chi^*\nonumber\\
&=\left[\gamma^\mu(i\partial_\mu+qA_\mu^*)-c\right]B\chi^*=D(-q)\,B\chi^* ,
\label{identity}
\end{align}
For static fields,
\begin{align}
B\,h(q)^*B^{-1}&=c\,\boldsymbol\alpha\cdot(i\nabla-q\mathbf A)-\beta c^2+q\phi\nonumber\\
&=-\left[c\,\boldsymbol\alpha\cdot(-i\nabla+q\mathbf A)+\beta c^2-q\phi\right]=-h(-q).
\label{mirror}
\end{align}
For $J_z=L_z+\tfrac12\Sigma^3$ and $K=\beta(\boldsymbol\Sigma\cdot\mathbf L+1)$, with eigenvalue $-\kappa$,
\begin{equation}
BJ_z^*B^{-1}=-J_z,\qquad BK^*B^{-1}=(-\beta)\left[(-\boldsymbol\Sigma)\cdot(-\mathbf L)+1\right]=-K ,
\label{JK}
\end{equation}
With $BB^*=1$,
\begin{equation}
\bar\psi_c\gamma^\mu\psi_c=-\psi^TC^{-1}\gamma^\mu C\,\bar\psi^{\,T}=\psi^T\gamma^{\mu T}\bar\psi^{\,T}=\bar\psi\gamma^\mu\psi .
\label{current}
\end{equation}
In the Dirac representation $\Sigma^k=\mathrm{diag}(\sigma_k,\sigma_k)$ and
\begin{equation}
C=i\gamma^2\gamma^0=\begin{pmatrix}0&-i\sigma_2\\-i\sigma_2&0\end{pmatrix}
=\begin{pmatrix}0&0&0&-1\\0&0&1&0\\0&-1&0&0\\1&0&0&0\end{pmatrix},
\label{CDirac}
\end{equation}
\begin{equation}
\psi_c=(\psi_4^*,\,-\psi_3^*,\,-\psi_2^*,\,\psi_1^*)^T .
\label{comp}
\end{equation}
For a particle at rest this takes upper components into lower ones.

The program tests the algebraic statements and identity \eqref{identity} without assuming the explicit forms; the matrix \eqref{CDirac} enters this part only for comparison with the numerical result, and is used later for the eigenvectors on a grid and for the bound state. It finds $C$ and $H$ as numerical null vectors of the linear equations \eqref{Cdef} and \eqref{Hdef} in the Dirac, Weyl and Majorana representations, a random unitary one and the non-unitary one. In each it asserts that the null space is one-dimensional, that \eqref{gram} and \eqref{signs} hold, that the sum \eqref{sum} is proportional to the null vector, and that \eqref{current} holds for a random spinor. All five give $\varepsilon=-1$, six antisymmetric and ten symmetric matrices $\Gamma_AC$, and $BB^*>0$; six dimensions give $\varepsilon=+1$, the count $28/36$ and $BB^*<0$; the doubled $8\times8$ set has four independent solutions, among them an invertible symmetric one. Identity \eqref{identity} is evaluated by finite differences in the non-unitary representation, for a spinor that solves no equation and a potential that varies in space and time. The mismatch, relative to the norm of the left side, is $2.8\times10^{-15}$. It lies at the level of rounding because a difference quotient has real coefficients and commutes with conjugation and with $B$. The mismatch becomes $1.06$ if the charge is left unchanged and $0.435$ if the potential is made complex. For $C_+$ it is $2.4\times10^{-15}$ with the mass term reversed and $0.47$, for the better of the two overall signs, with the mass term kept. The mirror property \eqref{mirror} is tested by diagonalizing $h(-1)$ and $h(+1)$ separately on a periodic grid of $5^3$ points with spacing $0.05$ bohr and random model fields with standard deviation (labelled rms in the output) $1756$ au for $\phi$ and $19.4$ au for the components of $\mathbf A$. The two spectra are mirror images to $8.7\times10^{-11}\,E_h$, while the spectrum of $h(-1)$ departs from its own mirror image by up to $2066\,E_h$.

A bound state shows the map on a case with physical content. The ion Hg$^{79+}$ has one electron and nuclear charge $Z=80$; it is treated here with the one-particle Dirac equation for a point nucleus of infinite mass, so that $\phi=Z/r$, $\mathbf A=0$ and the potential energy is $V=qZ/r$. In the Dirac representation $\alpha^k=\gamma^0\gamma^k$ has $\sigma_k$ in both off-diagonal blocks. With $\psi=(u,w)^T$ and $\mathbf p=-i\nabla$, the equation $h\psi=E\psi$ reads
\begin{equation}
(E-V-c^2)\,u=c\,\boldsymbol\sigma\cdot\mathbf p\,w,\qquad (E-V+c^2)\,w=c\,\boldsymbol\sigma\cdot\mathbf p\,u .
\label{two}
\end{equation}
Let $\xi$ be a constant two-component column, $g(r)$ a radial function and $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$. Since $\nabla g=g'\hat{\mathbf r}$, and since $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijm}\sigma_m$ splits $\sigma_i\sigma_j\partial_i(g\hat r_j)$ into a divergence $g'+2g/r$ and a curl that vanishes for a radial field,
\begin{equation}
\boldsymbol\sigma\cdot\mathbf p\,(g\,\xi)=-ig'\,\sigma_r\xi,\qquad
\boldsymbol\sigma\cdot\mathbf p\,(g\,\sigma_r\xi)=-i\left(g'+\frac{2g}{r}\right)\xi .
\label{rules}
\end{equation}
The operator $\boldsymbol\sigma\cdot\mathbf L$ gives zero on $g\xi$. On $g\sigma_r\xi$ it acts through $L_i\hat r_j=-i\epsilon_{iaj}\hat r_a$, so that $\sigma_i\sigma_jL_i\hat r_j=(i\epsilon_{ijm}\sigma_m)(-i\epsilon_{iaj}\hat r_a)=-\epsilon_{ijm}\epsilon_{ija}\sigma_m\hat r_a=-2\sigma_r$. Hence $\boldsymbol\sigma\cdot\mathbf L+1$ equals $+1$ on $g\xi$ and $-1$ on $g\sigma_r\xi$. A spinor with $u\propto\xi$, $w\propto\sigma_r\xi$ has $K=+1$, $\kappa=-1$, because $\beta$ supplies a minus sign on the lower components, and one with $u\propto\sigma_r\xi$, $w\propto\xi$ has $K=-1$, $\kappa=+1$.

For the electron, $V=-Z/r$, try $u=f\xi$, $w=iaf\sigma_r\xi$ with $f=Nr^{\gamma-1}e^{-br}$; the symbol $\gamma$ without an index is a number. Then $f'/f=(\gamma-1)/r-b$, and \eqref{two} with \eqref{rules} becomes
\begin{align}
E+\frac Zr-c^2&=ca\left(\frac{\gamma+1}{r}-b\right),\\
a\left(E+\frac Zr+c^2\right)&=c\left(\frac{1-\gamma}{r}+b\right).
\end{align}
The terms in $1/r$ give $Z\alpha=a(1+\gamma)$ and $aZ\alpha=1-\gamma$. Eliminating $a$ gives $(Z\alpha)^2=1-\gamma^2$, and eliminating $Z\alpha$ gives $a^2=(1-\gamma)/(1+\gamma)$. The constant terms give $E-c^2=-cab$ and $a(E+c^2)=cb$. Substituting the second in the first, $E-c^2=-a^2(E+c^2)$, so $E=c^2(1-a^2)/(1+a^2)=\gamma c^2$, and then $b=ac(1+\gamma)=Z$. Thus
\begin{equation}
\gamma=\sqrt{1-(Z\alpha)^2},\qquad a=\frac{1-\gamma}{Z\alpha},\qquad E=\gamma c^2 ,
\end{equation}
where the positive root is taken for a function that is less singular at the origin, and the solution exists for $Z\alpha<1$. The radial function has no node, and this is the 1s state. With $\xi=(1,0)^T$ and polar angles $\theta,\varphi$ one has $\sigma_r\xi=(\cos\theta,\sin\theta\,e^{i\varphi})^T$, so
\begin{equation}
\psi=f(r)\left(1,\;0,\;ia\cos\theta,\;ia\sin\theta\,e^{i\varphi}\right)^T .
\label{1s}
\end{equation}
Each component has $J_z=+\tfrac12$: the first and third through spin up with $L_z=0$, the fourth through spin down with $L_z=1$. The density is $f^2(1+a^2)$, and $\int_0^\infty r^{2\gamma}e^{-2Zr}dr=\Gamma(2\gamma+1)/(2Z)^{2\gamma+1}$ with Euler's gamma function, so $N^2=(2Z)^{2\gamma+1}/[4\pi(1+a^2)\Gamma(2\gamma+1)]$.

With $c=137.035999$ and $c^2=18778.8651\,E_h$, the numbers are $Z\alpha=80/137.035999=0.583788$, $\gamma=\sqrt{1-0.583788^2}=0.811906$ and $a=(1-0.811906)/0.583788=0.32220$, printed as $0.322196$. The energy is $E=0.811906\times18778.8651\,E_h=15246.67\,E_h=414.9$ keV, and the binding energy is $c^2-E=3532.19\,E_h=96.1$ keV. The finite size of the nucleus and radiative corrections are outside the model and change the binding energy of the real ion by a rough few tenths of a percent, so only about $96$ keV refers to mercury. Further digits are kept below solely to compare different calculations within the model.

Rule \eqref{comp} applied to \eqref{1s} gives
\begin{equation}
\psi_c=f(r)\left(-ia\sin\theta\,e^{-i\varphi},\;ia\cos\theta,\;0,\;1\right)^T ,
\label{1sc}
\end{equation}
where the second entry is $-(ia\cos\theta)^*=+ia\cos\theta$. At the point $(0.006,\,0.008,\,0.0075)$ bohr, $r=0.0125$ bohr and $Zr=1$, with $\cos\theta=0.0075/0.0125=0.6$ and $\sin\theta\,e^{i\varphi}=(0.006+0.008i)/0.0125=0.48+0.64i$. With $N=173.3896$ bohr$^{-(\gamma+1/2)}$ one finds $f=173.3896\times0.0125^{\,0.811906-1}\times e^{-1}=145.441$ bohr$^{-3/2}$ and $af=0.322196\times145.441=46.8605$. The third component of $\psi$ is $0.6\times46.8605\,i=28.116\,i$ and the fourth is $46.8605\,i\,(0.48+0.64i)=-29.991+22.493\,i$, so that, in bohr$^{-3/2}$,
\begin{align}
\psi&=(145.441,\;0,\;28.116\,i,\;-29.991+22.493\,i)^T,\nonumber\\
\psi_c&=(-29.991-22.493\,i,\;28.116\,i,\;0,\;145.441)^T .
\end{align}
The program differentiates both spinors numerically at this point and at two others, and asserts that $h\psi$, $J_z\psi$ and $K\psi$ are proportional to the spinor with the predicted factors, to a relative accuracy of $10^{-8}$. For $\psi$ with $q=-1$ it finds $E=15246.6730\,E_h$, $J_z=+\tfrac12$, $K=+1$, and for $\psi_c$ with $q=+1$ it finds $E=-15246.6730\,E_h$, $J_z=-\tfrac12$, $K=-1$, as \eqref{mirror} and \eqref{JK} require. With the charge left at $-1$, $h(-1)=h(+1)-2Z/r$ gives $h(-1)\psi_c=(-E-2Z/r)\psi_c$. At the chosen point $Z/r=6400\,E_h$ and the factor is $-15246.7-2\times6400=-28046.7\,E_h$. It depends on $r$, so $\psi_c$ is not an eigenfunction for the original charge.

The upper components of \eqref{1sc} carry the fraction $a^2/(1+a^2)$ of the norm. With $a^2=(1-\gamma)/(1+\gamma)$ one has $1+a^2=2/(1+\gamma)$, and the fraction is $(1-\gamma)/2=(1-0.811906)/2=0.094047$. Quadrature of $|\psi_c|^2$ gives $0.094047$ for the upper pair and $0.905953$ for the lower pair, which add to one, in accord with \eqref{current} for $\mu=0$. For $Z\alpha\to0$ the fraction is $(Z\alpha)^2/4$ to leading order: $\psi$ lies almost wholly in the upper components and $\psi_c$ in the lower ones, as for the particle at rest. For $Z\alpha\to1$ both $\gamma$ and $E$ tend to zero and the fraction tends to one half. Beyond that value $\gamma$ is imaginary. The function \eqref{1s} then still satisfies the differential equation away from the origin, but with the imaginary value $E=\gamma c^2$, so it no longer describes a stationary state. Identity \eqref{identity} is local and holds for any real potential regardless.

The level at $-E$ can be found without $C$, by solving the problem with $q=+1$, $V=+Z/r$ directly. For $\kappa=-1$ put $u=(G/r)\xi$, $w=-i(F/r)\sigma_r\xi$, and for $\kappa=+1$ put $u=(G/r)\sigma_r\xi$, $w=-i(F/r)\xi$. The rules \eqref{rules} need $(G/r)'=(G'-G/r)/r$ and $(G/r)'+2G/r^2=(G'+G/r)/r$, and likewise for $F$. For $\kappa=-1$ the second equation of \eqref{two} gives $(E-V+c^2)F=c(G'-G/r)$ after cancelling $-i\sigma_r\xi/r$, and the first gives $(E-V-c^2)G=-c(F'+F/r)$, the sign coming from $(-i)(-i)=-1$. For $\kappa=+1$ the same steps give $(E-V+c^2)F=c(G'+G/r)$ and $(E-V-c^2)G=-c(F'-F/r)$. Both cases are contained in
\begin{equation}
G'=-\frac{\kappa}{r}G+\frac{E-V+c^2}{c}F,\qquad F'=\frac{\kappa}{r}F-\frac{E-V-c^2}{c}G .
\label{radial}
\end{equation}
The exchange $G\leftrightarrow F$ together with $\kappa\to-\kappa$, $E\to-E$, $V\to-V$ turns the first equation into $F'=\kappa F/r+(-E+V+c^2)G/c$, which is the second, and the second into the first. This is charge conjugation in radial form. The spinor \eqref{1sc} fits the case $\kappa=+1$: with $\xi=(0,1)^T$, $\sigma_r\xi=(\sin\theta\,e^{-i\varphi},-\cos\theta)^T$, so its upper part is $-iaf\sigma_r\xi$ and its lower part $f\xi$. Multiplying by the constant $-i$ brings it to the standard form with $F=rf$ and $G=-arf$, which predicts $G/F=-a$ at all radii.

Near the origin the terms in $1/r$ dominate, and $G=G_0r^\gamma$, $F=F_0r^\gamma$ give $\gamma G_0=-\kappa G_0-qZ\alpha F_0$ and $\gamma F_0=\kappa F_0+qZ\alpha G_0$. These are compatible for $\gamma^2=\kappa^2-(Z\alpha)^2$ and fix $G_0/F_0=-qZ\alpha/(\gamma+\kappa)$. At large $r$, for $|E|<c^2$, the decaying solution goes as $e^{-br}$ with $b=\sqrt{c^4-E^2}/c$ and $G/F=-(E+c^2)/(cb)$. The program integrates \eqref{radial} outward from the first condition and inward from the second and looks for energies at which the two solutions have the same ratio $G/F$ at $r=1/Z$. For the electron it obtains $15246.6730\,E_h$ (1s, $\kappa=-1$), $17874.0173\,E_h$ (2s, $\kappa=-1$) and $17874.0173\,E_h$ (2p$_{1/2}$, $\kappa=+1$). The last two agree, within the asserted $10^{-4}\,E_h$, with the Sommerfeld expression $c^2[1+(Z\alpha)^2/(1+\gamma)^2]^{-1/2}$, which by the relations above equals $c^2\sqrt{(1+\gamma)/2}=18778.8651\times\sqrt{0.905953}\,E_h=17874.02\,E_h$, a binding energy of $904.85\,E_h$. That expression is not derived here; it serves to locate the roots and is confirmed by the integration.

For $q=+1$ the program scans the gap from $600\,E_h$ above $-c^2$ to $600\,E_h$ below $+c^2$ on a mesh of $24$ energies and refines every change of sign of the mismatch. A pair of roots between two neighbouring mesh points would escape such a scan. For $\kappa=+1$ it finds two roots, $-15246.6730\,E_h$ and $-17874.0173\,E_h$, the mirror images of 1s and 2s, and the ratio $G/F$ of the first at the matching radius is $-0.322196=-a$. For $\kappa=-1$ it finds one root, $-17874.0173\,E_h$, the mirror image of 2p$_{1/2}$. The 1s level reappears in the channel $\kappa=+1$ and is absent from $\kappa=-1$, which confirms the reversal of $K$ in \eqref{JK} by a calculation in which no $4\times4$ matrix occurs.

These levels lie $3532\,E_h$ and $905\,E_h$ above the edge $-c^2$ of the negative continuum, and they are not bound states of a positron at a mercury nucleus. The potential energy $+Z/r$ is repulsive, and the scan finds no level near $+c^2$ within its window. In the equation for charge $+1$ the levels that have split off from the negative continuum play the part that negative-energy solutions play for the electron equation: conjugating them returns the positive-energy states of the particle with the opposite charge, here the bound electron. The states of an actual positron in the field of this nucleus are the positive-energy scattering solutions of $h(+1)$, which \eqref{mirror} identifies with the conjugates of the solutions of $h(-1)$ below $-c^2$. A positron bound by $3532\,E_h$ within this model requires the source of the field to be reversed as well. With $q=+1$ and $\phi=-Z/r$ the product $q\phi$ is again $-Z/r$, the Hamiltonian is the original one, and \eqref{1s} is its 1s state at $E=+\gamma c^2$.

\section*{Table of computed values}
\begin{verbatim}
Dirac: eps = -1.000000, antisym/sym = 6/10, sign BB* = +1
Weyl: eps = -1.000000, antisym/sym = 6/10, sign BB* = +1
Majorana: eps = -1.000000, antisym/sym = 6/10, sign BB* = +1
unitary: eps = -1.000000, antisym/sym = 6/10, sign BB* = +1
nonunitary: eps = -1.000000, antisym/sym = 6/10, sign BB* = +1
nonunitary: cond(S) = 7.91, misfit of H to gamma0 = 0.921
5+1 dim: eps = +1.000000, antisym/sym = 28/36, sign BB* = -1
reducible 8x8: solutions = 4, cond of symmetric one = 1.000
identity misfit: -q 2.8e-15; same q 1.056; complex A 0.435
plus-sign C misfit: mass reversed 2.4e-15; mass kept 0.466
grid 5^3, dx = 0.05 bohr, rms phi = 1756 au, rms A = 19.4 au
max|E(-1)+E(+1)| = 8.7e-11 Eh, max|E(-1)+E(-1)| = 2066.2 Eh
Z = 80, c = 137.035999 au, c^2 = 18778.8651 Eh, Z alpha = 0.583788
gamma = 0.811906, a = 0.322196, N = 173.3896 bohr^-(gamma+1/2)
E(1s) = 15246.6730 Eh = 414.883 keV
c^2 - E(1s) = 3532.1921 Eh = 96.116 keV
point y = [0.006  0.008  0.0075] bohr, r = 0.01250 bohr, Z/r = 6400.0 Eh
psi(y)   = [145.441 +0.j      0.    +0.j      0.   +28.116j -29.991+22.493j] bohr^-3/2
psi_c(y) = [-29.991-22.493j   0.   +28.116j   0.    +0.j    145.441 +0.j   ] bohr^-3/2
psi,   q=-1: E = 15246.6730 Eh, Jz = +0.500000, K = +1.000000
psi_c, q=+1: E = -15246.6730 Eh, Jz = -0.500000, K = -1.000000
psi_c, q=-1 (wrong charge): local E = -28046.7 Eh
psi_c weights: upper = 0.094047, lower = 0.905953, (1-gamma)/2 = 0.094047
shooting q=-1: 1s 15246.6730, 2s 17874.0173, 2p1/2 17874.0173 Eh
closed formula n=2: E = 17874.0173 Eh, c^2 - E = 904.8478 Eh
shooting q=+1, kappa=+1: -15246.6730, -17874.0173 Eh; G/F of first = -0.322196
shooting q=+1, kappa=-1: -17874.0173 Eh
\end{verbatim}
